# Origin dependence of quadrupole and magnetic dipole transition moments

## Problem

Particles with charges $q_j$, masses $m_j$, positions $\mathbf r_j$ and momenta $\mathbf p_j$ have the Hamiltonian

$$H=\sum_j \frac{\mathbf p_j^2}{2m_j}+V(\mathbf r_1,\mathbf r_2,\dots),$$

where $V$ depends on positions only. Let $|i\rangle$ and $|f\rangle$ be orthogonal eigenstates of $H$, with $\omega_{fi}=(E_f-E_i)/\hbar$. The multipole operators are

$$\boldsymbol\mu=\sum_j q_j\mathbf r_j,\qquad Q_{\alpha\beta}=\sum_j q_j r_{j\alpha}r_{j\beta},\qquad \mathbf m=\sum_j\frac{q_j}{2m_j}\,\mathbf r_j\times\mathbf p_j .$$

The quadrupole carries no factor $1/2$ and keeps its trace. Spin is left out: its magnetic moment contains no position, so a shift of origin does not affect it.

(a) The origin is moved to the point $\mathbf a$. How do the matrix elements $\boldsymbol\mu_{fi}=\langle f|\boldsymbol\mu|i\rangle$, $Q_{\alpha\beta,fi}$ and $\mathbf m_{fi}$ change?

(b) An electron of charge $-e$ moves in a two-dimensional box with hard walls and sides $L_x=1.0$ nm, $L_y=0.6$ nm. The origin moves from the centre to $\mathbf a=(0.3,\,0.2)$ nm. Find the moments before and after the move for the transitions $(1,1)\to(2,1)$ and $(1,1)\to(2,2)$.

(c) Can the absorption of light depend on the choice of origin?

## First estimate by scaling

A quadrupole moment is a charge times two lengths. The shift replaces one length by $a=|\mathbf a|$ and leaves charge times length, which is a dipole. A magnetic moment is a charge times a length times a velocity. Here the shift leaves $a$ times charge times velocity, and the velocity belonging to a transition is of order $\omega_{fi}$ times the displacement. Hence

$$|\delta Q|\sim a\,\mu,\qquad |\delta m|\sim \omega_{fi}\,a\,\mu .$$

The transition frequency should therefore appear in the magnetic change but not in the quadrupole change.

Numbers for $(1,1)\to(2,1)$ require $\mu$ and $\omega_{fi}$. With $s=x+L_x/2$, the $x$ factors of the wavefunctions are $\sqrt{2/L_x}\,\sin(n\pi s/L_x)$. Replacing $x$ by $s$ adds a constant, which orthogonality removes, so

$$x_{21}=\frac{2}{L_x}\int_0^{L_x}\! s\,\sin\frac{2\pi s}{L_x}\sin\frac{\pi s}{L_x}\,ds
=\frac1{L_x}\int_0^{L_x}\! s\left[\cos\frac{\pi s}{L_x}-\cos\frac{3\pi s}{L_x}\right]ds .$$

For odd $k$, integration by parts gives $\int_0^{L} s\cos(k\pi s/L)\,ds=-2L^2/(k^2\pi^2)$. Therefore

$$x_{21}=-\frac{2L_x}{\pi^2}\left(1-\frac19\right)=-\frac{16L_x}{9\pi^2},\qquad \mu_x=-e\,x_{21}=0.180\ e\,\text{nm}.$$

The component $\mu_y$ contains the overlap of the two different $x$ factors and vanishes. The box energies are $\dfrac{\pi^2\hbar^2}{2m_e}\left(\dfrac{n_x^2}{L_x^2}+\dfrac{n_y^2}{L_y^2}\right)$, so

$$\omega_{fi}=\frac{3\pi^2\hbar}{2m_eL_x^2}=1.71\times10^{15}\ \text{rad/s},$$

a transition energy of 1.13 eV.

With $a=\sqrt{0.3^2+0.2^2}=0.36$ nm, the estimate for the quadrupole is $a\mu\approx0.065\ e\,\text{nm}^2$. For the magnetic moment, division by the Bohr magneton $\mu_B=e\hbar/2m_e$ gives

$$\frac{\omega_{fi}\,a\,\mu}{\mu_B}=\frac{3\pi^2 a\,|x_{21}|}{L_x^2}\approx 29.6\times0.36\times0.180\approx1.9 .$$

## Exact solution

**Dipole and quadrupole.** Relative to the new origin, positions are $\mathbf r_j'=\mathbf r_j-\mathbf a$. The momenta are unchanged. The dipole becomes

$$\boldsymbol\mu'_{fi}=\boldsymbol\mu_{fi}-\mathbf a\sum_jq_j\,\langle f|i\rangle=\boldsymbol\mu_{fi},$$

because the states are orthogonal. This holds even when the total charge is not zero. For the quadrupole,

$$(r_{j\alpha}-a_\alpha)(r_{j\beta}-a_\beta)=r_{j\alpha}r_{j\beta}-a_\alpha r_{j\beta}-a_\beta r_{j\alpha}+a_\alpha a_\beta .$$

Multiplying by $q_j$, summing and taking the matrix element removes the last term, again by orthogonality:

$$Q'_{\alpha\beta,fi}=Q_{\alpha\beta,fi}-a_\alpha\mu_{\beta,fi}-a_\beta\mu_{\alpha,fi}.$$

If the traceless form $\Theta_{\alpha\beta}=\tfrac12(3Q_{\alpha\beta}-\delta_{\alpha\beta}\,\mathrm{Tr}\,Q)$ is used instead, note that the trace of $Q$ changes by $-2\,\mathbf a\cdot\boldsymbol\mu_{fi}$. The change of $\Theta_{\alpha\beta}$ is then $-\tfrac32(a_\alpha\mu_\beta+a_\beta\mu_\alpha)+\delta_{\alpha\beta}\,\mathbf a\cdot\boldsymbol\mu$.

**Magnetic dipole.** Inserting $\mathbf r_j-\mathbf a$ in the definition gives

$$\mathbf m'_{fi}=\mathbf m_{fi}-\frac12\,\mathbf a\times\langle f|\sum_j\frac{q_j\mathbf p_j}{m_j}|i\rangle .$$

The momentum element follows from a commutator. Since $[r_\alpha,p_\alpha^2]=[r_\alpha,p_\alpha]p_\alpha+p_\alpha[r_\alpha,p_\alpha]=2i\hbar p_\alpha$, and $V$ commutes with positions,

$$[\mathbf r_j,H]=\frac{i\hbar\,\mathbf p_j}{m_j}.$$

Between eigenstates the left side is $\langle f|\mathbf r_jH-H\mathbf r_j|i\rangle=(E_i-E_f)\langle f|\mathbf r_j|i\rangle=-\hbar\omega_{fi}\langle f|\mathbf r_j|i\rangle$. Dividing by $i\hbar$ and using $-1/i=i$,

$$\langle f|\frac{\mathbf p_j}{m_j}|i\rangle=i\omega_{fi}\langle f|\mathbf r_j|i\rangle .$$

Multiplication by $q_j$ and summation turn the right side into $i\omega_{fi}\boldsymbol\mu_{fi}$, so

$$\mathbf m'_{fi}=\mathbf m_{fi}-\frac{i\omega_{fi}}{2}\,\mathbf a\times\boldsymbol\mu_{fi}.$$

The factor $i$ has a simple meaning. For real wavefunctions $\boldsymbol\mu_{fi}$ is real and $\mathbf m_{fi}$ is imaginary, because $\mathbf p=-i\hbar\nabla$. The change is imaginary too, so this phase relation survives the shift.

**The box, first transition.** Hard walls are not an ordinary potential, so the velocity relation deserves a direct check:

$$\langle2|p_x|1\rangle=-i\hbar\,\frac{2\pi}{L_x^2}\int_0^{L_x}\sin\frac{2\pi s}{L_x}\cos\frac{\pi s}{L_x}\,ds=-i\hbar\,\frac{2\pi}{L_x^2}\cdot\frac{4L_x}{3\pi}=-\frac{8i\hbar}{3L_x}.$$

The other side is $im_e\omega_{fi}x_{21}=i\,\dfrac{3\pi^2\hbar}{2L_x^2}\left(-\dfrac{16L_x}{9\pi^2}\right)=-\dfrac{8i\hbar}{3L_x}$, the same value.

At the centre, $Q$ and $m_z$ vanish for $(1,1)\to(2,1)$. The element of $x^2$ is zero by parity, that of $y^2$ contains a vanishing overlap in $x$, and the remaining terms contain the mean of $y$ or $p_y$ in the state $n_y=1$, which is zero. After the shift,

$$Q'_{xx}=-2a_x\mu_x=-2(0.3)(0.180)=-0.108\ e\,\text{nm}^2,$$

$$Q'_{xy}=-a_y\mu_x=-(0.2)(0.180)=-0.036\ e\,\text{nm}^2,\qquad Q'_{yy}=0.$$

Since $(\mathbf a\times\boldsymbol\mu)_z=a_x\mu_y-a_y\mu_x=-a_y\mu_x$, the magnetic moment is

$$m'_z=\frac{i\omega_{fi}}2a_y\mu_x,\qquad \frac{m'_z}{i\mu_B}=\frac{3\pi^2a_y|x_{21}|}{2L_x^2}=\frac{8a_y}{3L_x}=0.533 .$$

All these nonzero values come from the choice of origin.

**The box, second transition.** For $(1,1)\to(2,2)$ each component of $\boldsymbol\mu_{fi}$ contains a vanishing overlap, so nothing may change. The moments themselves are not zero. With $y_{21}=-16L_y/9\pi^2$,

$$Q_{xy}=-e\,x_{21}y_{21}=-0.0195\ e\,\text{nm}^2 .$$

Let $\omega_x$ and $\omega_y$ be the frequencies of the separate $1\to2$ steps along $x$ and $y$. The velocity relation applied to each direction gives

$$m_z=-\frac{e}{2m_e}\left(x_{21}\,im_e\omega_yy_{21}-y_{21}\,im_e\omega_xx_{21}\right)=-\frac{ie}{2}\,x_{21}y_{21}(\omega_y-\omega_x),$$

which is $-0.512\,i\mu_B$. Quadrature of the definitions gives the same $Q_{xy}$ and $m_z$ about both origins. In a square box $\omega_x=\omega_y$ and this magnetic moment would vanish.

## Comparison of estimate and solution

The scaling argument finds the right dependence on $\mu$, $a$ and $\omega_{fi}$, but not the factors and directions. The exact $|Q'_{xx}|$ is larger than the estimate $0.065\ e\,\text{nm}^2$ by $2a_x/a\approx1.7$, because both position factors contribute. The exact $|Q'_{xy}|$ is smaller by $a_y/a\approx0.55$. The magnetic estimate of $1.9\,\mu_B$ is too large: the definition of $\mathbf m$ brings a factor $1/2$ and the cross product a factor $a_y/a$, together 0.28, which leads to 0.533.

The cross product also shows what scaling cannot. A shift parallel to a real $\boldsymbol\mu_{fi}$ changes the quadrupole but not the magnetic moment. If the two states are degenerate, $\omega_{fi}=0$ and no shift changes the magnetic moment, while the quadrupole still changes whenever $\boldsymbol\mu_{fi}\neq0$.

The different roles of the frequency can be seen by doubling the particle's mass. The wavefunctions and $\mu_x$ stay the same while $\omega_{fi}$ halves. The quadrupole values remain $-0.108$ and $-0.036\ e\,\text{nm}^2$, and $m'_z/i$ falls from 0.533 to 0.267 Bohr magnetons.

## Absorption and the choice of origin

Let the absorbed part of the field vary as $e^{i\mathbf k\cdot\mathbf r-i\omega t}$. The coupling linear in the field is $-\sum_j(q_j/m_j)\,\mathbf A(\mathbf r_j)\cdot\mathbf p_j$, with $\nabla\cdot\mathbf A=0$, $\mathbf E=-\partial_t\mathbf A=i\omega\mathbf A$ and $\mathbf B=\nabla\times\mathbf A$. Expand $A_\beta(\mathbf r_j)=A_\beta+r_{j\alpha}\partial_\alpha A_\beta$. By the velocity relation the constant term gives $-i\omega_{fi}\mu_\beta A_\beta=-(\omega_{fi}/\omega)\mu_\beta E_\beta$. In the linear term write $r_\alpha p_\beta=\tfrac12(r_\alpha p_\beta+r_\beta p_\alpha)+\tfrac12(r_\alpha p_\beta-r_\beta p_\alpha)$. The antisymmetric half gives $-\mathbf m\cdot\mathbf B$. For the symmetric half, $[r_\alpha r_\beta,H]=i\hbar(r_\alpha p_\beta+p_\alpha r_\beta)/m$ and $p_\alpha r_\beta=r_\beta p_\alpha-i\hbar\delta_{\alpha\beta}$, where the $\delta_{\alpha\beta}$ term drops because $\nabla\cdot\mathbf A=0$. The same argument as for the velocity relation then gives $-\tfrac12 i\omega_{fi}Q_{\alpha\beta}\partial_\alpha A_\beta=-\tfrac12(\omega_{fi}/\omega)Q_{\alpha\beta}\partial_\alpha E_\beta$. Setting $\omega_{fi}/\omega=1$ in the two electric terms, as holds on resonance, the amplitude to first order in $\mathbf k$ is

$$M=-\mu_\alpha E_\alpha-\tfrac12Q_{\alpha\beta}\,\partial_\alpha E_\beta-\mathbf m\cdot\mathbf B,$$

with repeated indices summed, the labels $fi$ dropped from the moments, and the fields taken at the origin in use. At the new origin $E_\beta(\mathbf a)=E_\beta+a_\alpha\partial_\alpha E_\beta$ to this order. The changes of $\partial_\alpha E_\beta$ and $\mathbf B$ are of second order. Thus

$$\delta M=-a_\alpha\mu_\beta\,\partial_\alpha E_\beta+\tfrac12(a_\alpha\mu_\beta+a_\beta\mu_\alpha)\,\partial_\alpha E_\beta+\frac{i\omega_{fi}}2(\mathbf a\times\boldsymbol\mu)\cdot\mathbf B .$$

The first two terms combine to $-\tfrac12(a_\alpha\mu_\beta-a_\beta\mu_\alpha)\,\partial_\alpha E_\beta=-\tfrac12(\mathbf a\times\boldsymbol\mu)\cdot(\nabla\times\mathbf E)$. Faraday's law gives $\nabla\times\mathbf E=-\partial_t\mathbf B=i\omega\mathbf B$, hence

$$\delta M=\frac i2(\omega_{fi}-\omega)(\mathbf a\times\boldsymbol\mu)\cdot\mathbf B .$$

Absorption conserves energy, $\omega=\omega_{fi}$, and the change vanishes. The nonzero value at other frequencies comes from using the resonant form of $M$ there. If the factors $\omega_{fi}/\omega$ are kept, the electric terms change by $-\tfrac i2\omega_{fi}(\mathbf a\times\boldsymbol\mu)\cdot\mathbf B$, and the total change vanishes at every frequency. The division into electric dipole, quadrupole and magnetic parts depends on the origin; their sum does not, to first order in $\mathbf k$. Keeping $\mathbf m$ but dropping $Q$ removes the middle term of $\delta M$ and leaves $-\tfrac12(a_\alpha\mu_\beta+a_\beta\mu_\alpha)\,\partial_\alpha E_\beta$ uncancelled, which is in general nonzero when $\boldsymbol\mu\neq0$. Its effect on the absorption, which is proportional to $|M|^2$, depends on the polarization. For real wavefunctions and a linearly polarized plane wave, $\partial_\alpha E_\beta=ik_\alpha E_\beta$ makes this term a quarter period out of phase with $-\boldsymbol\mu\cdot\mathbf E$, so the absorption changes only at second order in $k$. For circular polarization and a fixed orientation of the system, it can change at first order. Keeping $Q$ removes the first-order change for any polarization. It does not make $|M|^2$ invariant at order $k^2$: when $\boldsymbol\mu\cdot\mathbf E\neq0$, that order also contains the interference of $-\boldsymbol\mu\cdot\mathbf E$ with the second-order terms of the expansion, which $M$ omits. The unexpanded coupling $\mathbf A(\mathbf r_j)\cdot\mathbf p_j$ refers to no origin, so the exact absorption cannot depend on it; any dependence comes from where the expansion is cut.

A related invariant is the rotational strength $R=\mathrm{Im}(\boldsymbol\mu_{if}\cdot\mathbf m_{fi})$, with $\boldsymbol\mu_{if}=\boldsymbol\mu_{fi}^*$. Its change is $-\tfrac12\omega_{fi}\,\mathrm{Re}[\boldsymbol\mu^*\cdot(\mathbf a\times\boldsymbol\mu)]$. The bracket equals $\mathbf a\cdot(\boldsymbol\mu\times\boldsymbol\mu^*)$, which changes sign under complex conjugation. It is therefore imaginary, and $R$ stays the same.

The invariance of $M$, and that of $R$ for real wavefunctions, were tested on two coupled particles of different charge and mass, one free to move in three dimensions and one on a straight rail. The shift changes $m_x/i$ from $-0.073$ to $0.048$ in model units, while $R$ stays at $-0.0137$. When $k$ is halved, the mismatch between the amplitudes about the two origins falls by a factor 4.00 on resonance, so only a second-order remainder is left. At $\omega=1.3\,\omega_{fi}$ the factor is 2.00, the mark of the first-order term that the resonant form of $M$ leaves when it is used off resonance.

## Where the magnetic formula fails

The quadrupole result needs only orthogonal states. The magnetic result also needs the velocity relation. If $V$ does not commute with positions, the commutator contains $[\mathbf r_j,V]$ as well, and

$$\langle f|\frac{\mathbf p_j}{m_j}|i\rangle=i\omega_{fi}\langle f|\mathbf r_j|i\rangle+\frac i\hbar\langle f|[\mathbf r_j,V]|i\rangle .$$

Adding a term that is nonlocal in the $x$ coordinate of the first particle to the two-particle model produces a deviation from the magnetic formula of up to 0.07 in model units. The extra commutator then points along $x$, so the deviation is parallel to $\mathbf a\times\hat{\mathbf x}$ and leaves $m_x$ unaffected. It is largest in $m_z/i$ of the lowest transition, where the actual change is 0.21 in size and the formula gives 0.14. The failure belongs to an $\mathbf m$ built from $\mathbf p_j/m_j$. If the velocity operator $(i/\hbar)[H,\mathbf r_j]$ is used in its place, its matrix element between eigenstates is $i\omega_{fi}\langle f|\mathbf r_j|i\rangle$ for any $V$, and the shift formula holds again.

Approximate eigenstates can also break the relation. With five basis functions per coordinate the largest deviation, over the two transitions examined, is $3\times10^{-4}$ in the same units; with ten it is $2\times10^{-7}$. In a truncated basis, then, the computed magnetic moment can carry an origin error beyond the change derived here. When the full Hamiltonian is diagonalized, as in this model, the error tends to zero as the basis approaches completeness, though not necessarily at every step. A method that also truncates the many-electron wavefunction can keep an origin error however large the one-electron basis is; configuration interaction limited to single excitations is an example. Not every approximate method does so: time-dependent Hartree–Fock neglects correlation too, yet its transition moments satisfy the velocity relation as the basis becomes complete. The numerical output lists the deviations of the two-particle model with the values for the box.

## Computed results

```
box sides (nm): 1.0 0.6
origin shift a (nm): 0.3 0.2
transition A (1,1)->(2,1), electron mass
  energy (eV): 1.12809  omega (rad/s): 1.71387e+15
  mu_x, mu_y (e nm): 0.18013 0.00000
  centre  Q_xx, Q_xy, Q_yy (e nm^2): 0.00000 0.00000 0.00000
  centre  m_z/i (Bohr magnetons): 0.00000
  shifted Q_xx, Q_xy, Q_yy (e nm^2): -0.10808 -0.03603 0.00000
  shifted m_z/i (Bohr magnetons): 0.53333
  formula change of Q_xx, Q_xy (e nm^2): -0.10808 -0.03603
  formula change of m_z/i (Bohr magnetons): 0.53333
transition A (1,1)->(2,1), doubled mass
  energy (eV): 0.56405  omega (rad/s): 8.56936e+14
  mu_x, mu_y (e nm): 0.18013 0.00000
  centre  Q_xx, Q_xy, Q_yy (e nm^2): 0.00000 0.00000 0.00000
  centre  m_z/i (Bohr magnetons): 0.00000
  shifted Q_xx, Q_xy, Q_yy (e nm^2): -0.10808 -0.03603 0.00000
  shifted m_z/i (Bohr magnetons): 0.26667
  formula change of Q_xx, Q_xy (e nm^2): -0.10808 -0.03603
  formula change of m_z/i (Bohr magnetons): 0.26667
transition B (1,1)->(2,2), electron mass
  energy (eV): 4.26168  omega (rad/s): 6.47462e+15
  mu_x, mu_y (e nm): 0.00000 0.00000
  centre  Q_xx, Q_xy, Q_yy (e nm^2): 0.00000 -0.01947 0.00000
  centre  m_z/i (Bohr magnetons): -0.51236
  shifted Q_xx, Q_xy, Q_yy (e nm^2): 0.00000 -0.01947 0.00000
  shifted m_z/i (Bohr magnetons): -0.51236
  formula change of Q_xx, Q_xy (e nm^2): 0.00000 0.00000
  formula change of m_z/i (Bohr magnetons): 0.00000
two-particle model, hbar = 1, model units
  omega: 0.84131  mu: 0.30322 -0.07100 0.37465
  m/i old origin: -0.07261 -0.11596 0.00015
  m/i new origin: 0.04832 -0.01613 -0.07881
  rotational strength old, new: -0.01373 -0.01373
  magnetic law error, 5 functions per mode: 3.3e-04
  magnetic law error, 10 functions per mode: 2.0e-07
  magnetic law error, nonlocal potential: 6.9e-02
  amplitude mismatch ratio on k halving, resonant: 4.00
  same ratio, frequency 1.3 omega: 2.00
```
